# Maximum Electron Cooling at a Superconductor–Semiconductor Tunnel Contact: a numerical check

```python
"""Maximum electron cooling of a superconductor-semiconductor tunnel contact.

Result under test, for kT << gap:
    P_max = g* gap^(1/2) (kT)^(3/2) / (e^2 R)   at   eV = gap - a* kT,
with a* near 0.66 and g* near 0.59.
Symbols: gap = superconducting gap, T = semiconductor electron temperature,
R = normal-state tunnel resistance, V = bias, a = (gap - eV)/kT,
tau = kT/gap, tau_s = the same for the superconductor's temperature.
Reduced units: energy in gap, heat flow in gap^2/(e^2 R), current in gap/(e R).
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit, kv


def contact_flow(tau, v, tau_s):
    """Heat leaving the semiconductor and electron current, from the four
    single-electron processes summed over superconductor states xi."""
    top = max(v, 1.0) + 45 * max(tau, tau_s)
    xi = np.linspace(-np.sqrt(top**2 - 1), np.sqrt(top**2 - 1), 4001)
    energy = np.hypot(1.0, xi)
    u2 = 0.5 * (1 + xi / energy)
    v2 = 0.5 * (1 - xi / energy)
    occupied, empty = expit(-energy / tau_s), expit(energy / tau_s)
    e_up, e_down = energy - v, -energy - v   # electron energies, semiconductor
    net_up = u2 * (expit(-e_up / tau) * empty - expit(e_up / tau) * occupied)
    net_down = v2 * (expit(-e_down / tau) * occupied
                     - expit(e_down / tau) * empty)
    step = xi[1] - xi[0]
    heat = np.sum(e_up * net_up + e_down * net_down) * step
    return heat, np.sum(net_up + net_down) * step


def full_optimum(tau, tau_s):
    """Best a and largest heat flow of the full process sum."""
    res = minimize_scalar(lambda a: -contact_flow(tau, 1 - a * tau, tau_s)[0],
                          bounds=(-1, 3), method="bounded",
                          options={"xatol": 1e-9})
    return res.x, -res.fun


def eta(s, a):
    return float(mp.re(-mp.polylog(s, -mp.exp(-a))))


def g_closed(a):
    return np.sqrt(np.pi / 2) * (0.5 * eta(1.5, a) + a * eta(0.5, a))


def g_quadrature(a):
    """Edge integral with u = s^2, which removes the root singularity."""
    return np.sqrt(2) * quad(lambda s: (s*s + a) * expit(-(s*s + a)), 0, 9,
                             epsabs=1e-12, epsrel=1e-12, limit=200)[0]


# Normal-state limit fixes the meaning of R
assert abs(contact_flow(0.05, 20.0, 0.05)[1] - np.sqrt(20.0**2 - 1)) < 1e-3

# Four-process sum against the density-of-states integral, both energy signs
def dos_integrand(theta, sign, tau, v, tau_s):
    en = sign * np.cosh(theta)
    return (abs(en) * (en - v)
            * (expit(-(en - v) / tau) - expit(-en / tau_s)))


dos_heat = sum(quad(dos_integrand, 0, 4, args=(sg, 0.15, 0.8, 0.2),
                    epsabs=1e-11, limit=200)[0] for sg in (1, -1))
assert abs(dos_heat - contact_flow(0.15, 0.8, 0.2)[0]) < 1e-8

# Closed form of g, stationary point, concavity, single maximum
for a_try in (0.1, 0.7, 1.4, 3.0):
    assert abs(g_closed(a_try) - g_quadrature(a_try)) < 1e-8
a_star = brentq(lambda a: a - eta(0.5, a) / (2 * eta(-0.5, a)), 0.2, 1.4)
g_star = g_closed(a_star)
direct = minimize_scalar(lambda a: -g_quadrature(a), bounds=(0, 2),
                         method="bounded", options={"xatol": 1e-9})
assert abs(direct.x - a_star) < 1e-5
h = 0.01
for a_try in np.linspace(0.02, 1.5, 25):
    assert (g_quadrature(a_try + h) - 2 * g_quadrature(a_try)
            + g_quadrature(a_try - h)) < 0
    assert eta(-1.5, a_try) < eta(-0.5, a_try)
slopes = np.sign(np.diff([g_quadrature(a) for a in np.linspace(-6, 10, 161)]))
assert np.count_nonzero(np.diff(slopes)) == 1 and slopes[0] > 0
y_turn = minimize_scalar(lambda y: -y * expit(-y), bounds=(0, 4),
                         method="bounded").x
assert a_star < y_turn < 1.5

# First corrections in tau, tested on the full process sum
c_star = 3 / (4 * np.sqrt(2)) * (float(mp.gamma(2.5)) * eta(2.5, a_star)
                                + a_star * float(mp.gamma(1.5))
                                * eta(1.5, a_star))
g_curv = np.sqrt(np.pi / 2) * (-1.5 * eta(-0.5, a_star)
                              + a_star * eta(-1.5, a_star))
a_shift = 3 * g_star / (8 * g_curv)
residual = []
for tau in (0.01, 0.02):
    a_full, p_full = full_optimum(tau, tau)
    residual.append(p_full / tau**1.5 - g_star - c_star * tau)
    assert abs(a_full - a_star - a_shift * tau) < 2 * tau**2
assert 3.4 < residual[1] / residual[0] < 4.6   # remainder is second order

# Temperature exponent and current from the full sum
p_low, p_high = full_optimum(0.001, 0.001)[1], full_optimum(0.002, 0.002)[1]
exponent = np.log(p_high / p_low) / np.log(2)
assert abs(exponent - 1.5) < 2e-3
i_star = np.sqrt(np.pi / 2) * eta(0.5, a_star)
i_full = contact_flow(0.002, 1 - a_star * 0.002, 0.002)[1]
assert abs(i_full / np.sqrt(0.002) / i_star - 1) < 3e-3

# ---------------- Worked example: rough Al on n-type Si values -------------
e, k_b, hbar = const.e, const.k, const.hbar
gap_mev, temp, temp_hot = 0.20, 0.30, 0.50
res_t, area_um2, film_nm, res_series = 1000.0, 20.0, 50.0, 50.0
doping_cm3, mass_dos, mass_tunnel, eps_r = 4e19, 1.08, 0.26, 11.7
gap_v = gap_mev * 1e-3
tau = k_b * temp / (e * gap_v)
tau_hot = k_b * temp_hot / (e * gap_v)
unit_pw = gap_v**2 / res_t * 1e12
a_ex, p_ex = full_optimum(tau, tau)
v_ex = 1 - a_ex * tau
i_ex = contact_flow(tau, v_ex, tau)[1]
p_limit = g_star * tau**1.5
p_first = p_limit + c_star * tau**2.5
assert abs(p_first / p_ex - 1) < 0.05

# Hot superconductor: bias-independent backflow and reduced gap
backflow = kv(0, 1 / tau_hot) + kv(2, 1 / tau_hot)
for v_try in (0.6, v_ex):
    lost = (contact_flow(tau, v_try, 0.02)[0]
            - contact_flow(tau, v_try, tau_hot)[0])
    assert abs(lost / backflow - 1) < np.exp(-1 / tau_hot)
p_hot = contact_flow(tau, v_ex, tau_hot)[0]


def gap_equation(d):
    """Weak-coupling gap equation, d = gap(T)/gap(0)."""
    return np.log(d) + 2 * quad(
        lambda x: expit(-np.hypot(x, d) / tau_hot) / np.hypot(x, d), 0, 12)[0]


gap_ratio = brentq(gap_equation, 0.8, 1.0)


def broadened_heat(gamma):
    """Heat flow with lifetime-broadened superconductor states."""
    en = np.linspace(-5, 5, 1000001)
    z = en + 1j * gamma
    dos = np.abs(np.real(z / np.sqrt(z * z - 1)))
    flow = (en - v_ex) * dos * (expit(-(en - v_ex) / tau) - expit(-en / tau))
    return np.sum(flow) * (en[1] - en[0])


assert abs(broadened_heat(1e-4) / p_ex - 1) < 0.01

# Remaining neglected effects
current = i_ex * gap_v / res_t
joule_pw = current**2 * res_series * 1e12
n_m3 = doping_cm3 * 1e6
fermi = (hbar**2 * (3 * np.pi**2 * n_m3)**(2 / 3)
         / (2 * mass_dos * const.m_e))
dos_m3 = 1.5 * n_m3 / fermi
volume = area_um2 * 1e-12 * film_nm * 1e-9
andreev_pw = hbar / (e**3 * res_t**2 * dos_m3 * volume) * v_ex * gap_v * 1e12
e00 = 0.5 * hbar * e * np.sqrt(n_m3 / (mass_tunnel * const.m_e * eps_r
                                      * const.epsilon_0))

print(f"a* (limit optimum, units of kT below gap): {a_star:.4f}")
print(f"g* (limit power coefficient): {g_star:.4f}")
print(f"g at eV = gap (a = 0): {g_closed(0.0):.4f}")
print(f"second derivative of g at a*: {g_curv:.4f}")
print(f"y where y/(exp(y)+1) peaks: {y_turn:.4f}")
print(f"c* (first power correction, times kT/gap): {c_star:.4f}")
print(f"relative power correction c*/g*: {c_star / g_star:.4f}")
print(f"shift of a* per kT/gap: {a_shift:.4f}")
print(f"current coefficient at optimum: {i_star:.4f}")
print(f"efficiency coefficient (times kT/gap): {g_star / i_star:.4f}")
print(f"exponent from full sum, kT/gap 0.001 to 0.002: {exponent:.4f}")
print(f"Input gap: {gap_mev:.2f} meV; temperature: {temp:.2f} K")
print(f"Input resistance: {res_t:.0f} ohm; area: {area_um2:.0f} um2")
print(f"Input doping: {doping_cm3:.1e} cm^-3; film: {film_nm:.0f} nm")
print(f"Input masses (m_e): states {mass_dos}, tunnelling {mass_tunnel}")
print(f"Input relative permittivity: {eps_r}")
print(f"kT: {tau * gap_mev * 1e3:.2f} ueV; kT/gap: {tau:.4f}")
print(f"Power unit gap^2/(e^2 R): {unit_pw:.2f} pW")
print(f"Limit-law bias: {(1 - a_star * tau) * gap_mev:.4f} mV")
print(f"Full optimum bias: {v_ex * gap_mev:.4f} mV; a: {a_ex:.4f}")
print(f"First-order prediction of a: {a_star + a_shift * tau:.4f}")
print(f"Limit-law power: {p_limit * unit_pw:.4f} pW")
print(f"Power with first correction: {p_first * unit_pw:.4f} pW")
print(f"Full maximum power: {p_ex * unit_pw:.4f} pW")
print(f"Full power per area: {p_ex * unit_pw / area_um2:.4f} pW/um2")
print(f"Current at full optimum: {current * 1e9:.2f} nA")
print(f"Efficiency P/(IV): {100 * p_ex / (i_ex * v_ex):.2f} %")
print(f"Heat into superconductor: {(i_ex * v_ex + p_ex) * unit_pw:.3f} pW")
for t_row in (0.1, 0.2, 0.3, 0.4):
    t_red = k_b * t_row / (e * gap_v)
    a_row, p_row = full_optimum(t_red, t_red)
    print(f"T {t_row:.1f} K: limit {g_star * t_red**1.5 * unit_pw:.4f} pW, "
          f"full {p_row * unit_pw:.4f} pW, full a {a_row:.3f}")
print(f"Hot superconductor temperature: {temp_hot:.2f} K")
print(f"Backflow then: {backflow * unit_pw:.4f} pW")
print(f"Net cooling then, gap held fixed: {p_hot * unit_pw:.4f} pW")
print(f"Gap reduction then: {100 * (1 - gap_ratio):.2f} %")
for gamma in (1e-3, 1e-2):
    print(f"Broadening/gap {gamma:.0e}: net cooling "
          f"{broadened_heat(gamma) * unit_pw:.4f} pW")
print(f"Series resistance {res_series:.0f} ohm: heating {joule_pw:.4f} pW")
print(f"Andreev heating, order of magnitude: {andreev_pw:.1e} pW")
print(f"Semiconductor Fermi energy: {fermi / e * 1e3:.1f} meV")
print(f"gap/Fermi energy: {100 * gap_v * e / fermi:.2f} %")
print(f"Barrier tunnelling energy E00: {e00 / e * 1e3:.1f} meV")
print(f"gap/E00: {100 * gap_v * e / e00:.2f} %")
print("all tests passed")
```

Output:

```
a* (limit optimum, units of kT below gap): 0.6645
g* (limit power coefficient): 0.5942
g at eV = gap (a = 0): 0.4795
second derivative of g at a*: -0.4141
y where y/(exp(y)+1) peaks: 1.2785
c* (first power correction, times kT/gap): 0.4723
relative power correction c*/g*: 0.7948
shift of a* per kT/gap: -0.5382
current coefficient at optimum: 0.4787
efficiency coefficient (times kT/gap): 1.2415
exponent from full sum, kT/gap 0.001 to 0.002: 1.5011
Input gap: 0.20 meV; temperature: 0.30 K
Input resistance: 1000 ohm; area: 20 um2
Input doping: 4.0e+19 cm^-3; film: 50 nm
Input masses (m_e): states 1.08, tunnelling 0.26
Input relative permittivity: 11.7
kT: 25.85 ueV; kT/gap: 0.1293
Power unit gap^2/(e^2 R): 40.00 pW
Limit-law bias: 0.1828 mV
Full optimum bias: 0.1844 mV; a: 0.6026
First-order prediction of a: 0.5950
Limit-law power: 1.1047 pW
Power with first correction: 1.2181 pW
Full maximum power: 1.1959 pW
Full power per area: 0.0598 pW/um2
Current at full optimum: 38.00 nA
Efficiency P/(IV): 17.06 %
Heat into superconductor: 8.204 pW
T 0.1 K: limit 0.2126 pW, full 0.2198 pW, full a 0.642
T 0.2 K: limit 0.6013 pW, full 0.6410 pW, full a 0.622
T 0.3 K: limit 1.1047 pW, full 1.1959 pW, full a 0.603
T 0.4 K: limit 1.7007 pW, full 1.7762 pW, full a 0.585
Hot superconductor temperature: 0.50 K
Backflow then: 0.5418 pW
Net cooling then, gap held fixed: 0.6751 pW
Gap reduction then: 1.15 %
Broadening/gap 1e-03: net cooling 1.1671 pW
Broadening/gap 1e-02: net cooling 0.9098 pW
Series resistance 50 ohm: heating 0.0722 pW
Andreev heating, order of magnitude: 5.0e-04 pW
Semiconductor Fermi energy: 39.5 meV
gap/Fermi energy: 0.51 %
Barrier tunnelling energy E00: 67.3 meV
gap/E00: 0.30 %
all tests passed
```
